# Capacitance of a metal nanocrystal above a grounded plane, by images

## Question

I am modelling a floating-gate memory in which charge is stored on metal nanocrystals. One nanocrystal is a metal sphere of radius 2.5 nm in uniform oxide, with its surface 3 nm from a grounded plane. I am asked to show, using image charges, that the plane raises its capacitance by about 30 percent over that of the same sphere alone in the oxide.

I put a charge at the centre of the sphere and its mirror charge below the plane. The mirror spoils the constant potential on the sphere, so I add a second charge inside the sphere to repair it. That gives an increase of 23 percent, but the second charge has a mirror too, and the sphere is spoiled again. Where do the missing 7 percent come from, how do I know when to stop, and does the answer survive if the "plane" is really silicon?

## Answer

Your construction is right, and it has to be continued. The corrections shrink fast enough that a few of them settle the answer, and the error left after each can be bounded.

### The problem to be solved

Let the sphere have radius \(a\), and let its centre be at height \(h=a+g\) above the plane \(z=0\), where \(g\) is the gap from surface to plane. Here \(a=2.5\) nm, \(g=3\) nm and \(h=5.5\) nm. Oxide of permittivity \(\varepsilon=\varepsilon_r\varepsilon_0\) fills all the space above the plane outside the sphere. The plane is taken as a perfect conductor.

The potential \(\phi\) obeys Laplace's equation in the oxide, with \(\phi=V\) on the sphere and \(\phi=0\) on the plane and at infinity. The capacitance is \(C=Q/V\), where \(Q\) is the charge on the sphere. The reference is the isolated sphere in unbounded oxide, \(C_0=4\pi\varepsilon a\).

Any construction that meets these conditions is the solution. The difference of two solutions is harmonic and vanishes on every boundary; a harmonic function takes its extremes on the boundary, so the difference is zero.

### Two image rules

**Plane.** A charge \(q\) at height \(z\) and a charge \(-q\) at \(-z\) are equally far from each point of the plane, so their potentials cancel there.

**Sphere.** Let a charge \(q\) lie at distance \(d>a\) from the sphere's centre. Place a charge \(-qa/d\) on the same ray, at distance \(a^2/d\) from the centre. For a point on the sphere at angle \(\gamma\) from the ray, the squared distance to \(q\) is

\[
s^2=a^2+d^2-2ad\cos\gamma ,
\]

and the squared distance to the image is

\[
s'^2=a^2+\frac{a^4}{d^2}-\frac{2a^3}{d}\cos\gamma=\frac{a^2}{d^2}\,s^2 .
\]

Hence \((-qa/d)/s'=-q/s\), and the two potentials cancel on the whole sphere.

### Continuing the construction

Start with \(q_1=4\pi\varepsilon aV\) at the centre, \(z_1=h\). Alone, it puts the sphere at potential \(V\).

Suppose the latest charge inside the sphere is \(q_n\) at height \(z_n\). Its mirror \(-q_n\) at \(-z_n\) restores the plane to zero. The mirror is a distance \(h+z_n\) from the sphere's centre, so the sphere rule cancels its effect with a new charge \(-(-q_n)a/(h+z_n)\), placed \(a^2/(h+z_n)\) below the centre:

\[
q_{n+1}=q_n\frac{a}{h+z_n},\qquad z_{n+1}=h-\frac{a^2}{h+z_n}.
\]

The two minus signs make every charge inside the sphere positive. For your numbers,

\[
\frac{q_2}{q_1}=\frac{2.5}{11}=0.2273,\qquad z_2=5.5-\frac{6.25}{11}=4.932\ \text{nm},
\]

\[
\frac{q_3}{q_1}=0.2273\times\frac{2.5}{10.432}=0.0545,\qquad z_3=5.5-\frac{6.25}{10.432}=4.901\ \text{nm}.
\]

The next charge is \(0.0131\,q_1\). By Gauss's law, the charge on the real sphere equals the sum of the charges inside it; the mirrors lie outside and add no net flux. Since \(C_0V=q_1\),

\[
\frac{C}{C_0}=\sum_{n\ge1}\frac{q_n}{q_1}=1+0.2273+0.0545+0.0131+\cdots
\]

Your 23 percent is the second term. The third and fourth bring the increase to 29.5 percent.

### When may one stop?

After \(N\) charges and their \(N\) mirrors, the plane is at zero and every mirror except the last has been compensated on the sphere. The last mirror is at least \(h+z_N-a\) from the sphere's surface. The surface potential \(f\) therefore obeys

\[
V(1-\delta_N)\le f\le V,\qquad
\delta_N=\frac{q_N}{q_1}\,\frac{a}{h+z_N-a}.
\]

To turn this into a bound on charge, let \(\phi_N\) be the unfinished potential, \(Q_N\) its charge (the sum of the first \(N\)), and \(\sigma\) the surface charge density of the true solution \(\phi\). Both potentials are harmonic in the oxide and vanish on the plane and at infinity. Green's identity then leaves only the sphere:

\[
\oint\left(\phi\,\partial_n\phi_N-\phi_N\,\partial_n\phi\right)dS=0 .
\]

On the sphere \(\phi=V\) and \(\phi_N=f\). With \(n\) pointing into the oxide, \(-\varepsilon\partial_n\phi=\sigma\), and the integral of \(-\varepsilon\partial_n\phi_N\) is \(Q_N\). So

\[
VQ_N=\oint f\sigma\,dS .
\]

For \(V>0\) the true potential nowhere exceeds \(V\), so it cannot rise on leaving the sphere, and \(\sigma\ge0\). Inserting the limits on \(f\) gives \(Q(1-\delta_N)\le Q_N\le Q\), or, when \(\delta_N<1\),

\[
\frac{Q_N}{V}\le C\le\frac{Q_N}{V(1-\delta_N)} .
\]

With three charges, \(\delta_3=0.0545\times2.5/7.901=0.0172\), and

\[
1.281<\frac{C}{C_0}\le\frac{1.2817}{1-0.0172}<1.305 .
\]

Six charges narrow this to between 1.2987 and 1.2991. The increase is therefore 29.9 percent in this model, which establishes the requested "about 30 percent".

### The sum in closed form

Define \(r_n=q_1/q_n\). The charge recursion says \(r_{n+1}/r_n=(h+z_n)/a\). Add \(h\) to the position recursion and divide by \(a\):

\[
\frac{h+z_{n+1}}{a}=\frac{2h}{a}-\frac{a}{h+z_n}
\quad\Longrightarrow\quad
\frac{r_{n+2}}{r_{n+1}}=\frac{2h}{a}-\frac{r_n}{r_{n+1}} .
\]

Multiplication by \(r_{n+1}\) makes the recursion linear:

\[
r_{n+2}=\frac{2h}{a}\,r_{n+1}-r_n,\qquad r_1=1,\quad r_2=\frac{2h}{a}.
\]

Set \(\cosh\alpha=h/a\). The identity \(\sinh[(n+2)\alpha]+\sinh(n\alpha)=2\cosh\alpha\,\sinh[(n+1)\alpha]\) shows that \(\sinh(n\alpha)\) obeys this recursion. Dividing by \(\sinh\alpha\) fits both starting values, so \(r_n=\sinh(n\alpha)/\sinh\alpha\) and

\[
\boxed{\;\frac{C}{C_0}=\sinh\alpha\sum_{n=1}^{\infty}\frac{1}{\sinh(n\alpha)},\qquad \cosh\alpha=\frac ha\;}
\]

For \(h/a=2.2\), \(\alpha=1.4254\) and the sum gives \(C/C_0=1.2990\). As a separate test, Laplace's equation was solved with multipoles fitted to a constant potential on the sphere, without the chain of sphere images. That also gave 1.2990.

The permittivity has cancelled: the ratio depends on \(h/a\) alone. Far from the plane, the first correction is \(1/(2\cosh\alpha)=a/(2h)\), which falls slowly, as one over distance. As the gap closes, \(\alpha\to0\) and the \(n\)th term tends to \(1/n\). Since the sum of \(1/n\) diverges, the ideal capacitance grows without bound. Continuum electrostatics with an insulating gap ceases to apply before contact.

At fixed radius 2.5 nm, the increase is 61 percent for a gap of 1 nm, 40 percent for 2 nm, 20 percent for 5 nm and 11 percent for 10 nm.

### Where the missing 7 percent come from

Suppose the charge \(Q\) were spread uniformly over the sphere. Its own potential on the surface is \(Q/(4\pi\varepsilon a)\). Its mirror acts above the plane as a point charge \(-Q\) at \(-h\). That potential is harmonic throughout the sphere's volume, so its average over the surface equals its value at the centre, a distance \(2h\) away. The mean potential is

\[
\bar\phi=\frac{Q}{4\pi\varepsilon}\left(\frac1a-\frac1{2h}\right).
\]

If \(\bar\phi\) is held at \(V\), this rearranges to

\[
Q=C_0V+\frac{a}{2h}Q .
\]

The mirror lowers the potential, so more charge must be added to restore \(V\), and the added charge has a mirror as well. Your first correction counted this feedback once. Counting it fully gives

\[
\frac{Q}{C_0V}=\frac1{1-a/(2h)}=\frac1{1-0.2273}=1.294 .
\]

This is a lower bound on the true ratio. The uniform charge has energy \(Q\bar\phi/2\). Write its density as the equilibrium density plus a remainder \(\tau\) of zero total charge. The cross term in the energy is \(V_{\rm eq}\oint\tau\,dS=0\), where \(V_{\rm eq}\) is the constant equilibrium potential, and the field energy of \(\tau\) is not negative. Hence \(Q^2/(2C)\le Q\bar\phi/2\), which gives \(C/C_0\ge1.294\).

The difference between 1.299 and 1.294 is what redistribution of charge towards the plane adds: about half a percentage point. Nearly all of the increase comes from the mirror's lowering of the sphere's mean potential.

### What it does to charging

For silicon dioxide with a rough relative permittivity of 3.9,

\[
C_0=4\pi\varepsilon_0\times3.9\times2.5\ \text{nm}=1.085\ \text{aF},
\]
\[
C=1.299\times1.085\ \text{aF}=1.409\ \text{aF}.
\]

One electron changes the sphere's potential by \(e/C=114\) mV in magnitude, against 148 mV without the plane. This is the shift of the nanocrystal's own potential, not the threshold shift of a transistor.

Charging an initially neutral sphere costs \(\int_0^e(q/C)\,dq=e^2/(2C)\), with no applied bias or work-function difference. The cost falls from about 74 to 57 meV. A 30 percent larger capacitance thus means a 23 percent smaller charging energy, because \(1/1.299=0.770\). At 300 K, where \(k_BT=25.9\) meV, the charging energy is only \(2.2\,k_BT\). If the sphere could exchange electrons freely with a reservoir, thermal fluctuations of its charge would not be negligible.

### If the plane is silicon

Consider first the opposite limit: a thick substrate with no mobile carriers, acting as a dielectric of relative permittivity 11.7. The voltage is now measured from a remote ground.

For a charge \(q\) at height \(z_0\) in the oxide, try a mirror \(-kq\) for the field above the interface, and a charge \((1-k)q\) at the original position for the field below, both with the oxide permittivity in the Coulomb law. The potential is then continuous. At the interface, the vertical derivatives of the inverse distances to the source and to the mirror are \(+z_0/s^3\) and \(-z_0/s^3\). Continuity of normal displacement requires

\[
\varepsilon_{\rm ox}(1+k)=\varepsilon_{\rm Si}(1-k)
\quad\Longrightarrow\quad
k=\frac{\varepsilon_{\rm Si}-\varepsilon_{\rm ox}}{\varepsilon_{\rm Si}+\varepsilon_{\rm ox}}
=\frac{7.8}{15.6}=0.5 .
\]

Every mirror is weakened by \(k\), while the positions are unchanged. The \(n\)th charge has passed through \(n-1\) mirrors, so

\[
\frac{C}{C_0}=\sum_{n\ge1}k^{n-1}\frac{\sinh\alpha}{\sinh(n\alpha)}
=1+0.1136+0.0136+\cdots=1.129 .
\]

The increase is 13 percent instead of 30. The grounded-plane result therefore needs mobile charge near the interface that can follow the charging.

Such a layer lies at some depth. Take a conductor 1 nm below the interface as a rough case. At fixed voltages, \(CV^2/2\) is the minimum of \(\tfrac12\int\varepsilon|\nabla\phi|^2d^3r\) over potentials with the right boundary values, so raising the permittivity anywhere cannot lower \(C\). Replacing the 1 nm of silicon by oxide gives the lower bound 1.240. Forcing \(\phi=0\) throughout that layer restricts the minimization and gives the upper bound 1.299. The increase for this case lies between 24 and 30 percent. The case stands for a dense accumulation or inversion layer, not for silicon in general: where mobile charge is sparse or lies deeper, the increase can fall below this range, towards the 13 percent of the carrier-free limit.

### The model beside a real memory stack

A metal dot a few nanometres across, above a few nanometres of tunnel oxide on silicon, is the regime of nanocrystal memories; the values here are rough and within that regime. The substrate is silicon and not a perfect metal, with the consequences just found. A control gate works the other way: if it is also grounded and lies above 8 nm of oxide over the sphere, the calculated ratio rises from 1.299 to 1.340. Other dots matter too. One extra electron on a neighbour at the same height, 10 nm away from centre to centre, treated as a point charge with its mirror, shifts the mean potential over the sphere by 12 mV in magnitude, about a tenth of the dot's own step. That is one neighbour only. In a square array of 10 nm pitch with one electron on every dot, the same point-charge shifts add up to about 145 mV above the plane alone, more than the dot's own step, and to about 60 mV when the grounded gate is present.

The field also enters the metal slightly. In linear Thomas–Fermi screening, let \(\psi\) be the amount by which the electrostatic potential inside the metal lies below the sphere's voltage \(V\). It obeys \(\nabla^2\psi=\psi/\lambda^2\), so \(\psi\propto\sinh(r/\lambda)/r\). Take permittivity \(\varepsilon_0\) inside. Gauss's law for the isolated sphere, \(\varepsilon_0\psi'(a)=Q/(4\pi a^2)\), then gives an added inverse capacitance \(\psi(a)/Q=p/C_0\), with

\[
p=\varepsilon_r\frac{\lambda/a}{\coth(a/\lambda)-\lambda/a}=0.094
\]

for \(\lambda=0.0588\) nm, which follows from a rough Fermi energy of 5.5 eV. Assuming the same addition near the plane, the ratio becomes

\[
\frac{1+p}{1/1.299+p}=\frac{1.094}{0.864}=1.27 .
\]

This estimate omits the spill-out of electrons beyond the metal's edge, which acts the other way, so the sign of the net correction is left open. With surface effects of this size, the third digit of the ideal ratio has no device meaning.

Other scales bear on the classical picture too. The free-electron estimate of the mean level spacing is 1.9 meV, far below the charging energy. This comparison assumes that an irregular shape spreads the levels out. In a perfect hard-walled sphere they bunch into degenerate shells, about 50 meV apart on average but with gaps from a few meV to more than 100 meV, and the energy to add an electron can then include a shell gap comparable with or larger than the charging energy. Such a gap adds to the electrostatic cost; it is not part of the geometric capacitance calculated here. With no applied bias, the largest field on the sphere is 0.74 MV/cm per stored electron, at its lowest point; about 14 electrons would bring it to a rough breakdown field of 10 MV/cm.

Tunnelling was estimated for an electron at the Fermi energy, at normal incidence on an unbiased rectangular barrier between identical metals. The barrier has a rough height of 4 eV above the electron's energy, and the mass in it is 0.4 electron masses. The transmission is of order \(10^{-17}\) to \(10^{-16}\). With one attempt per round trip across the sphere's diameter at the Fermi velocity, about \(10^{14}\) per second, the escape time is of order 100 s. This figure is uncertain by orders of magnitude: a barrier mass of 0.3 or 0.5 gives about 1 s or \(10^4\) s, and allowing for the sphere's curvature and oblique incidence lengthens the time to a few thousand seconds. The corresponding level width is negligible beside the charging energy, so treating the oxide as an insulator is sound for the capacitance. This is not a retention prediction: that would require the real bands, available states and bias.

The numerical output below lists the successive image charges and the bounds.

## Computed results

```
Sphere radius: 2.5 nm; gap: 3.0 nm; centre height: 5.5 nm
h/a: 2.200; alpha: 1.42542 (dimensionless)
Oxide, silicon relative permittivity (rough): 3.9, 11.7
n, q_n/q_1, height (nm), partial C/C0, upper bound C/C0:
  1  1.000000  5.50000  1.000000  1.416667
  2  0.227273  4.93182  1.227273  1.321970
  3  0.054466  4.90087  1.281739  1.304216
  4  0.013092  4.89909  1.294831  1.300218
  5  0.003147  4.89899  1.297978  1.299272
  6  0.000757  4.89898  1.298735  1.299046
C/C0, closed formula: 1.298974 (dimensionless)
C/C0, direct Laplace solution: 1.298974 (dimensionless)
Capacitance increase: 29.90 percent
C/C0, uniform-charge lower bound: 1.294118 (dimensionless)
C/C0 at gap 1.0 nm: 1.6088
C/C0 at gap 2.0 nm: 1.3978
C/C0 at gap 5.0 nm: 1.2012
C/C0 at gap 10.0 nm: 1.1112
Isolated capacitance C0: 1.0848 aF
Capacitance C near plane: 1.4092 aF
Voltage step e/C0, e/C: 147.69, 113.70 mV
Charging energy isolated, near plane: 0.07384, 0.05685 eV
Temperature: 300 K; kT: 0.02585 eV
Charging energy near plane / kT: 2.199
Dielectric substrate image factor k: 0.5000
C/C0, dielectric substrate: 1.1291
Carrier-layer depth (rough): 1.0 nm
C/C0, metal plane lowered by that depth: 1.2403
Control-oxide thickness: 8.0 nm; C/C0 with gate: 1.3401
Neighbour distance: 10.0 nm; shift: 12.09 mV/electron
Metal Fermi energy (rough): 5.5 eV; electrons: 3834
Mean level spacing: 1.913 meV
Thomas-Fermi screening length: 0.0588 nm
Added inverse capacitance times C0: 0.0940
C/C0 with penetration in both capacitances: 1.2665
Maximum field on sphere: 0.7372 MV/cm per electron
Breakdown field (rough): 10.0 MV/cm
Electrons to reach breakdown field: 13.6
Barrier (rough): 4.0 eV; tunnelling mass: 0.4 m_e
Normal-incidence transmission: 4.76e-17
Attempt rate: 1.39e+14 1/s; crude escape time: 1.5e+02 s
Tunnelling level width: 4.4e-18 eV
```
